# Finding an oxide trap's depth from capture and emission times

**Question**

I have random telegraph noise from one trap in the gate oxide of a transistor with a two-dimensional channel. The current jumps between two levels, so I can measure the mean time $\tau_c$ that the trap waits empty before it captures an electron, and the mean time $\tau_e$ that it waits filled before it emits one. The oxide is uniform and 10 nm thick, and the temperature is 300 K. The logarithm of $\tau_c/\tau_e$ falls by 10 for each volt added to the gate. I am told to take the channel potential as fixed and to infer how deep the trap lies.

My attempt was to let the trap level drop by 1 eV per gate volt and put that into a Boltzmann factor. This gives a fall of about 38.7 per volt, not 10, and no depth appears anywhere. What have I missed? Does it matter which logarithm is meant? And can the channel potential really stay fixed while the gate voltage changes?

**Answer**

The trap feels only part of the gate voltage, and that part tells you where it sits. Two things are needed: what the time ratio measures, and how far the trap level moves per gate volt.

I set $e=\hbar=m_e=1$ in the algebra, so an electron has charge $-1$ and a potential in volts gives an energy in eV. Depth $x$ is measured from the channel side of an oxide of thickness $t$. I take "log" as the natural logarithm and return to the other reading below.

**What the time ratio measures**

Let $P_0$ and $P_1$ be the probabilities that the trap is empty and filled. An empty trap fills at the rate $1/\tau_c$, and a filled one empties at the rate $1/\tau_e$. In a steady state the two flows balance:

$$\frac{P_0}{\tau_c}=\frac{P_1}{\tau_e}\quad\Rightarrow\quad \frac{\tau_c}{\tau_e}=\frac{P_0}{P_1}.$$

Now assume that the trap exchanges electrons only with the channel, and that the channel is in equilibrium at Fermi level $\mu$. This requires a small drain voltage. The probabilities then follow from statistical mechanics. Let $E_T$ be the free energy needed to fill the trap with an electron of given spin, including the relaxation of the surrounding lattice. Assume that the filled trap has two spin states and the empty trap one (for other defects the degeneracies differ, which changes only a constant). Then

$$\frac{P_1}{P_0}=2\,e^{-(E_T-\mu)/k_BT},\qquad
\ln\frac{\tau_c}{\tau_e}=\frac{E_T-\mu}{k_BT}-\ln 2 .$$

Each time separately depends on tunnelling and on lattice relaxation. In the ratio those factors cancel, because capture and emission are the forward and backward directions of the same processes with one equilibrium reservoir. The term $\ln 2$ does not depend on gate voltage and drops out of the slope.

**How far the trap level moves**

Let $\psi$ be the electrostatic potential of the channel relative to its Fermi level, and set $\mu=0$. Choose the zero of the gate voltage $V_g$ so that the oxide field vanishes when $V_g=\psi$. This absorbs the constant work-function difference. Without charge in the oxide, the potential obeys $\phi''=0$ and is a straight line between $\psi$ at the channel and $V_g$ at the gate, which is taken as an ideal metal with no voltage drop inside it:

$$\phi(x)=\psi+(V_g-\psi)\frac{x}{t}.$$

The electron on the trap also induces charge on the channel and the gate, and the batteries do work when that charge flows. To include this, use the energy $\Omega=U-\sum_i V_iQ_i$, where $U$ is the field energy and $V_i,Q_i$ are the electrode potentials and charges. If a charge $q$ is built up at the trap, then $dU=\phi\,dq+\sum_iV_i\,dQ_i$. At fixed electrode potentials this leaves $d\Omega=\phi\,dq$.

The potential at the trap is the applied part plus a response proportional to the charge, $\phi(x)+Gq$. Integrating from $q=0$ to $q=-1$ gives

$$\Delta\Omega=\int_0^{-1}\left[\phi(x)+Gq\right]dq=-\phi(x)+\frac{G}{2}.$$

If the channel and gate screen as ideal conductors, $G$ depends on the position of the trap but not on $V_g$. It can therefore be put into a constant $E_0$:

$$E_T=E_0-\phi(x).$$

Static charge elsewhere in the oxide would add a fixed potential at the trap. With ideal-conductor electrodes, linearity means it would not change the slope either. Charge that varies with $V_g$ would. A real two-dimensional channel is not such a conductor: a fixed charge near the trap depletes or fills the channel locally and so changes its response. For the MoS$_2$ parameters used below, with local screening, a fixed charge $-1$ at 0.5 nm depth directly beneath the trap shifts the inferred depth by about $-0.13$ nm at $5\times10^{12}$ cm$^{-2}$ and about $-0.7$ nm at $10^{12}$ cm$^{-2}$.

**The depth**

At fixed $\psi$, the derivative of $\phi(x)$ with respect to $V_g$ is $x/t$. Therefore

$$\frac{d}{dV_g}\ln\frac{\tau_c}{\tau_e}
=-\frac{1}{k_BT}\frac{x}{t}.$$

Call the measured fall per volt $S$, a positive number. Then

$$x=t\,k_BT\,S .$$

At 300 K, $k_BT=0.02585$ eV. With $S=10$ per volt, the trap level drops by $0.02585\times10=0.2585$ eV for each gate volt. The trap thus feels 0.2585 of the gate voltage change, and

$$x=10\ \text{nm}\times0.2585=2.585\ \text{nm},$$

or 25.85 Å. In this ideal model the trap lies about a quarter of the way from the channel to the gate. Raising the gate by 0.1 V multiplies $\tau_c/\tau_e$ by $e^{-1}=0.368$: the lower trap level favours the filled state.

Your calculation corresponds to $x=t$, a trap at the gate surface that still exchanges electrons with the channel. That is the upper limit of the formula, a slope of $1/k_BT=38.68$ per volt. In the other limit, $x\to0$, the trap moves with the channel and the ratio stops responding to the gate.

**Why the direction matters**

Suppose instead that the trap exchanges electrons only with the gate. Its level still falls as $-\phi(x)$, but the gate's Fermi level falls faster, as $\mu_g=-V_g$ up to a constant. At fixed $\psi$,

$$\frac{d}{dV_g}\frac{E_T-\mu_g}{k_BT}
=\frac{1}{k_BT}\left(1-\frac{x}{t}\right)>0 .$$

The log ratio then rises with gate voltage. Between these two equilibrium cases, your falling ratio selects exchange with the channel. If both electrodes matter, the trap is not in equilibrium with either one, and neither slope formula applies in general.

**Can the channel potential stay fixed?**

With a single gate it can do so only approximately. More gate voltage brings more carriers, and a channel with a finite density of states needs a change in $\psi$ to hold them. Write $f=x/t$ and $\eta=d\psi/dV_g$. Differentiating the straight-line potential, now with $\psi$ moving, gives

$$k_BT\,S=f+(1-f)\eta=f(1-\eta)+\eta,$$

$$f=\frac{k_BT\,S-\eta}{1-\eta}.$$

Subtracting $k_BTS$ from both sides shows the direction of the error:

$$f-k_BTS=-\frac{\eta\,(1-k_BTS)}{1-\eta}.$$

For $0<\eta<1$ and $k_BTS<1$ this is negative, so ignoring channel motion makes the trap look too deep.

To find $\eta$, let $n$ be the electron density per area and $C=\varepsilon_{ox}/(4\pi t)$ the oxide capacitance per area, with $\varepsilon_{ox}$ the relative permittivity. For an undoped channel, in which the gate induces all the carriers, Gauss's law gives $V_g=\psi+n/C$. Donors or fixed charge at the channel add only a constant to this. Differentiating with respect to $\psi$ and inverting,

$$\eta=\frac{C}{C+C_q},\qquad C_q=\frac{dn}{d\psi}.$$

For a parabolic band in two dimensions the density of states is constant, $D=g_vm/\pi$, with valley degeneracy $g_v$, mass $m$ and both spins included. Choose $\psi=0$ where the band edge meets the Fermi level. Integrating the Fermi function over the band gives

$$n=Dk_BT\ln\!\left(1+e^{\psi/k_BT}\right).$$

Its derivative is $C_q=D\,e^{\psi/k_BT}/(1+e^{\psi/k_BT})$. Since $1+e^{\psi/k_BT}=e^{n/(Dk_BT)}$, this becomes

$$C_q=D\left[1-e^{-n/(Dk_BT)}\right].$$

The inequality $1-e^{-u}\le u$ then gives $C_q\le n/k_BT$. With $V_{ox}=n/C$ for the voltage across the oxide,

$$\eta\ \ge\ \frac{C}{C+n/k_BT}=\frac{k_BT}{k_BT+V_{ox}} .$$

Within this single-gate model of non-interacting electrons without interface states, even a very large density of states does not remove the motion at a given carrier density. A large value of $n/C$ is also needed. This equals the oxide voltage only for an undoped channel: with donors at the channel, $\eta$ at a given $n$ is unchanged, but the actual oxide voltage is smaller than $n/C$ and the bound must be read with $n/C$.

For numbers I use rough values typical of monolayer MoS$_2$ on SiO$_2$: $m=0.5$, $g_v=2$ and $\varepsilon_{ox}=3.9$. At $n=5\times10^{12}$ cm$^{-2}$ the oxide voltage is 2.32 V. The lower bound on $\eta$ is $0.02585/(0.02585+2.320)=0.0110$, and the full expression gives $\eta=0.0137$. Hence

$$x=10\ \text{nm}\times\frac{0.2585-0.0137}{1-0.0137}=2.48\ \text{nm}.$$

If the same slope were measured at $10^{12}$ cm$^{-2}$, then $\eta=0.0551$ and $x=2.15$ nm. Here $S$ means the local slope at the stated density, because $\eta$ changes along the gate sweep. As the channel empties in this model, $C_q\to0$ and $\eta\to1$. The slope then tends to $1/k_BT$ for every depth, and the measurement no longer locates the trap.

These values of $\eta$, and the bound, have two limits in real devices. First, interface states add a capacitance $C_{it}$ to $C_q$, so $\eta$ saturates at $C/(C+C_{it})$ in the empty channel: about 0.30 for $5\times10^{12}$ states per cm$^2$ and eV. Second, the electrons in MoS$_2$ interact strongly at these densities, and exchange lowers $d\psi/dn$. A crude first-order estimate at 300 K, with an in-plane screening length of 4.1 nm, gives $\eta\approx-0.004$ and $x\approx2.6$ nm at $5\times10^{12}$ cm$^{-2}$, and $\eta\approx0.035$ and $x\approx2.3$ nm at $10^{12}$ cm$^{-2}$. The non-interacting values therefore show the possible size of the correction, but not its value, and at the higher density not even its sign. The formula for $f$ in terms of $\eta$ remains valid. A measured gate capacitance $C_m=C(1-\eta)$ gives $\eta=1-C_m/C$, but only if $C$ is known to much better than $\eta$: at $5\times10^{12}$ cm$^{-2}$, taking $C$ 1% too high turns 0.014 into 0.023. It also gives the average over the device, not the value near the trap.

A second gate on the other side of the channel can hold $\psi$ fixed. If its capacitance per area is $C_2$ and its voltage $V_2$, then

$$n=C(V_g-\psi)+C_2(V_2-\psi).$$

Changing $V_2$ by $-(C/C_2)\,\Delta V_g$ keeps both $n$ and $\psi$ constant. The first depth formula then applies without the $\eta$ correction.

**The gap under a two-dimensional channel**

A layered channel rests on the oxide across a van der Waals gap. Let the gap have width $d$ and permittivity $\varepsilon_{gap}$. With no charge between the layers, the displacement field is the same in the gap and in the oxide. The gap therefore takes as much voltage as an extra oxide thickness

$$a=\frac{\varepsilon_{ox}}{\varepsilon_{gap}}\,d .$$

Keep $x$ measured from the oxide surface. The fraction of the voltage that falls between channel and trap is now

$$f=\frac{x+a}{t+a}\quad\Rightarrow\quad x=f(t+a)-a .$$

As a rough upper estimate of the effect, take $d=0.3$ nm and $\varepsilon_{gap}=1$. Then $a=3.9\times0.3=1.17$ nm. For a fixed channel potential, $f=0.2585$ as before, and

$$x=0.2585\times11.17\ \text{nm}-1.17\ \text{nm}=1.72\ \text{nm}.$$

In this upper estimate the thin gap counts as more than a nanometre of oxide. Channel motion can be added by using $t+a$ in the capacitance. At $5\times10^{12}$ cm$^{-2}$ this gives $\eta=0.0123$, so $f=(0.2585-0.0123)/(1-0.0123)=0.249$ and $x=1.61$ nm. A real gap probably counts for less, because electron density spills into it. Bulk MoS$_2$ contains gaps about 0.3 nm wide, yet its out-of-plane permittivity of roughly 7 makes a whole 0.615 nm period equivalent to only 0.09 nm of vacuum. If the interface behaves like that, $a\approx0.35$ nm and $x\approx2.3$ nm at fixed channel potential, or 2.2 nm with channel motion.

**Which logarithm?**

If the ratio fell by ten decades per volt, the natural-log slope would be $10\ln10$ per volt, and the ideal formula would give $x=5.95$ nm. This is less than the oxide thickness, so electrostatics alone does not exclude it. Tunnelling supplies a further argument.

Let $\Phi$ be the oxide barrier above the channel Fermi level at the channel side, $m_t$ the tunnelling mass, and $F$ the drop of the barrier per unit length. For an electron at that Fermi level, the wave function decays at the rate $\sqrt{2m_t(\Phi-Fx')}$. The probability is the square of the amplitude, so in the semiclassical approximation its attenuation between $x_1$ and $x_2$, in decades, is

$$A=\frac{2}{\ln10}\int_{x_1}^{x_2}\sqrt{2m_t(\Phi-Fx')}\;dx' .$$

I integrated this numerically with rough values $\Phi=3$ eV and $m_t=0.4$, at $5\times10^{12}$ cm$^{-2}$ and without the gap. The 2.32 V across 10 nm gives $F=0.232$ eV/nm.

- For a trap at 2.585 nm, the attenuation is 11.9 decades to the channel and 25.5 decades to the gate.
- For a trap at 5.95 nm, it is 25.4 decades to the channel and 12.1 decades to the gate.

The shallower trap communicates far better with the channel, as the derivation assumed. With a rough attempt time of $10^{-13}$ s, its tunnelling time is of order 0.1 s. The deeper trap would need about $10^{12}$ s to exchange with the channel, while an electron on it could leave through the gate much sooner. The assumption used to obtain 5.95 nm would then fail.

These times are very rough, because the barrier parameters enter through an exponent. The attenuation varies as $\sqrt{m_t}$, so a 10% change in $m_t$ alone shifts it by about 5%: for exchange with the channel, that is 0.6 decades for the shallower trap and 1.2 to 1.3 decades for the deeper one. The decay law itself is a one-band approximation used 3 eV deep in a gap of about 9 eV. A two-band law with the same mass lowers the attenuation to the channel to 10.0 and 21.8 decades (about $10^{-3}$ s and $6\times10^{8}$ s), though the shallower trap still favours the channel and the deeper one the gate. The estimates also leave out the lattice-relaxation factor, which can make the actual times longer. For this example they support the natural-log reading, but the axis of your plot must settle the matter.

**How far to trust the number**

The MoS$_2$ on SiO$_2$ parameters are rough, and the trap slope is the one posed in your question, not a measured property of that system. For an undoped channel the oxide field is 2.32 MV/cm, below a rough breakdown field of 10 MV/cm. Real single-gate devices break the fixed-potential assumption, and layered channels add the gap. Together, with the upper estimate of the gap, these move the inferred depth from 2.6 to 1.6 nm. The gap alone then takes it to 1.7 nm, and the last 0.1 nm rests on the non-interacting value of $\eta$. With $a\approx0.35$ nm the same two steps give 2.3 and 2.2 nm. A voltage drop inside the gate acts in the opposite direction. If it is equivalent to an oxide thickness $b$, then $f=(x+a)/(t+a+b)$. An n-type silicon gate doped to $10^{19}$ cm$^{-3}$ is depleted over 5 nm at $5\times10^{12}$ cm$^{-2}$, so $b\approx1.7$ nm and the gapless, fixed-potential depth becomes 3.0 nm. At $10^{20}$ cm$^{-3}$, or for p-type silicon in accumulation, classical electrostatics gives $b\approx0.2$ nm and about 2.65 nm.

Two other effects are smaller than the gap correction at the higher density. Since $x\propto T$ at given $S$, a device 10 K hotter than assumed would have its trap 0.086 nm deeper in the ideal formula. The response $G$ also varies slightly, because a real channel screens better as it fills. I estimated this for the gapless device with linear screening and air above the channel. For each in-plane wavevector I solved for the potential response, then integrated numerically over wavevectors at densities 1% below and above $5\times10^{12}$ cm$^{-2}$. The resulting change in level per gate volt shifts the inferred depth by only about $-0.005$ nm at this density. The effect grows quickly as the channel empties: at $10^{12}$ cm$^{-2}$ linear screening gives about $-0.09$ nm. It is strained there, because the trap shifts the channel potential beneath it by more than $k_BT$, and nonlinear local screening gives about $-0.15$ nm for a trap at 2.585 nm and about $-0.22$ nm for one at 2.15 nm. The 2.15 nm found at that density is therefore not reliable to the digits shown. These signs hold for a trap that is neutral when empty. For one that is positive when empty and neutral when filled, the term $G/2$ changes sign, and the shifts become about $+0.005$ nm and $+0.07$ nm.

So the answer to the exercise as posed is 2.6 nm from the channel. For a real layered device, report the assumed gap, gate material and carrier density with the depth: they matter more than the third digit of the slope.
